\section*{The potential step across a layer of perpendicular dipoles}

\section{The problem}

A flat layer contains $10^{14}$ dipoles per square centimetre. Each has a moment of one debye, perpendicular to the layer, with its positive end pointing up, toward $+z$. The layer as a whole is neutral, and no external field is applied. By how much does the electrostatic potential above the layer differ from the potential below it? If the layer covers a solid that lies below it, with vacuum above, how does the work function change?

Screening is to be left out. This means that one debye is the moment each dipole has in the finished layer, including any charge displaced in the surface beneath it, and that no further dielectric factor is applied.

Hartree atomic units are used: lengths are in bohr, charges in units of the elementary charge $e$, and the potential of a point charge $q$ at distance $r$ is $q/r$. The number of dipoles per area is $N$, the moment of each is $\mu$, and the step is
\begin{equation}
\Delta\phi=\phi(\text{above})-\phi(\text{below}).
\end{equation}
The two points are far from the layer compared with the spacing of the dipoles, but close to it compared with the distance to its edge.

\section{A tempting but wrong solution}

Take one dipole, made of charges $+q$ at height $d/2$ and $-q$ at height $-d/2$, with $qd=\mu$. At height $z$ and lateral distance $s$ its potential is
\begin{equation}
\frac{q}{\sqrt{s^2+(z-d/2)^2}}-\frac{q}{\sqrt{s^2+(z+d/2)^2}} .
\end{equation}
For $d$ small compared with the distance $\sqrt{s^2+z^2}$, this difference is $-d$ times the derivative of $q/\sqrt{s^2+z^2}$ with respect to $z$, to leading order in $d$:
\begin{equation}
-qd\,\frac{\partial}{\partial z}\frac{1}{\sqrt{s^2+z^2}}
=\frac{\mu z}{(s^2+z^2)^{3/2}} .
\label{eq:dipole}
\end{equation}

Now spread the dipoles evenly over a disc of radius $R$ and take a point on its axis, at $z>0$. A ring of radius $s$ and width $ds$ holds $2\pi N s\,ds$ dipoles, so that
\begin{align}
\phi(z)&=2\pi N\mu z\int_0^R\frac{s\,ds}{(s^2+z^2)^{3/2}}\\
&=2\pi N\mu z\left[-\frac{1}{\sqrt{s^2+z^2}}\right]_0^R\\
&=2\pi N\mu\left(1-\frac{z}{\sqrt{R^2+z^2}}\right).
\label{eq:oneside}
\end{align}
For a wide layer, $R\gg z$, the second term in the bracket disappears and $\phi=2\pi N\mu$. The potential no longer depends on the height, as expected outside a wide neutral layer. With the given density and moment it amounts to $0.188$~V. ``The potential step is therefore $0.19$~V.''

\section{Where the fault lies}

The integral is correct. The fault is in the last sentence, which takes the potential on one side for the difference between the two sides.

Every potential has a reference point. The form $q/r$ vanishes infinitely far from the charge, so Eq.~(\ref{eq:oneside}) compares a point just above the disc with a point infinitely far away. The question compares it with a point just below the disc, and the potential there is not zero. For $z<0$ the same integral gives
\begin{equation}
\phi(z)=2\pi N\mu\left(\frac{z}{|z|}-\frac{z}{\sqrt{R^2+z^2}}\right),
\label{eq:bothsides}
\end{equation}
because $\sqrt{z^2}=|z|$ at the lower limit. The potential is odd in $z$. Close to a wide disc it is $+2\pi N\mu$ above and $-2\pi N\mu$ below, and the difference is
\begin{equation}
\Delta\phi=2\pi N\mu-(-2\pi N\mu)=4\pi N\mu .
\label{eq:step}
\end{equation}
The wrong solution has lost a factor of two.

One may wonder how a point far away can lie at a potential halfway between the two sides. Start just above the disc and move up the axis to a great distance: by Eq.~(\ref{eq:bothsides}) the potential falls from $+2\pi N\mu$ to zero. Go around at that distance to the lower side, where the potential is still zero, and come back up the axis: it falls further, to $-2\pi N\mu$. Passing up through the layer then restores the whole $4\pi N\mu$. The changes around the closed path add up to zero, as they must for an electrostatic field. The wrong solution counts the first part of this path and leaves out the second.

\section{The solution from Poisson's equation}

The disc calculation used small dipoles spread evenly. The step can be found without assuming anything about the shape of the charge distribution in the layer, and without a reference point at infinity.

\subsection{Averaging over the plane}

Let the layer be periodic in the plane, and average the charge density and the potential over one cell. In Poisson's equation, $\nabla^2\phi=-4\pi\rho$, the terms with lateral second derivatives integrate to differences of first derivatives at opposite edges of the cell. These differences vanish because the potential is periodic. What remains is an equation in one variable for the averaged quantities,
\begin{equation}
\frac{d^2\phi}{dz^2}=-4\pi\rho(z).
\label{eq:poisson}
\end{equation}

Define the charge per area that lies below height $z$,
\begin{equation}
Q(z)=\int_{-\infty}^{z}\rho(z')\,dz' .
\end{equation}
It is zero below the layer, where there is no charge, and zero again above it, because the layer is neutral. The averaged field also vanishes below the layer, since there is no external field. Integrating Eq.~(\ref{eq:poisson}) once from there gives
\begin{equation}
\frac{d\phi}{dz}=-4\pi Q(z),
\end{equation}
and so the field vanishes above the layer as well. The potential changes within the layer and is constant on either side.

\subsection{The second integration}

Integrate once more across the layer, and then by parts, using $dQ/dz=\rho$:
\begin{align}
\Delta\phi&=-4\pi\int_{-\infty}^{\infty}Q(z)\,dz\\
&=-4\pi\Big[zQ(z)\Big]_{-\infty}^{\infty}+4\pi\int_{-\infty}^{\infty}z\rho(z)\,dz .
\end{align}
The bracket is zero because $Q$ vanishes on both sides of the layer. The remaining integral is the dipole moment per area. It does not depend on where $z=0$ is placed: moving the origin by $z_0$ changes it by $z_0\int\rho\,dz$, which is zero for a neutral layer. With $N$ dipoles per area, each of perpendicular moment $\mu$, it equals $N\mu$. Hence
\begin{equation}
\Delta\phi=4\pi N\mu ,
\label{eq:result}
\end{equation}
in agreement with Eq.~(\ref{eq:step}). In SI units Poisson's equation has $1/\varepsilon_0$ in place of $4\pi$, and the same steps lead to $\Delta\phi=N\mu/\varepsilon_0$.

The sign can be read from the integral. Positive charge at larger $z$ and negative charge at smaller $z$ make $\int z\rho\,dz$ positive, so the potential is higher on the side to which the positive ends point.

\subsection{The same result from two charged sheets}

Replace the layer by its averaged charges: a sheet with charge $+Nq$ per area at $z=d/2$ and one with $-Nq$ at $z=-d/2$. A single wide sheet of charge $\sigma$ per area produces a field of magnitude $2\pi|\sigma|$ on each side, directed away from the sheet if $\sigma$ is positive and toward it if $\sigma$ is negative. Between the two sheets both fields point down, and they add to $4\pi Nq$. Outside they are opposite and cancel. Going up from the negative to the positive sheet, against the field, raises the potential by
\begin{equation}
4\pi Nq\times d=4\pi N\mu .
\end{equation}
A factor of two can be lost here too, if the field of one sheet alone is used between them.

\section{The numbers}

The given density and moment become, in atomic units,
\begin{equation}
N=2.8003\times10^{-3}\ \text{bohr}^{-2},\qquad
\mu=0.39343\ e\,\text{bohr}.
\end{equation}
Their product is the dipole moment per area,
\begin{equation}
N\mu=1.10172\times10^{-3}\ e/\text{bohr},
\end{equation}
and the step is
\begin{equation}
\Delta\phi=4\pi\times1.10172\times10^{-3}
=1.3845\times10^{-2}\ \text{hartree}/e=0.377\ \text{V}.
\end{equation}
The answer to the first question is about $0.38$~V, with the higher potential above the layer.

For the picture of two sheets, choose a charge separation of $d=2$~bohr. Each end of a dipole then carries $q=0.19672\,e$, and the field between the sheets has the magnitude $4\pi Nq=6.922\times10^{-3}$ hartree$/(e\,\text{bohr})$. Multiplied by 2~bohr, this is again $1.384\times10^{-2}$~hartree$/e$. A larger $d$ at the same moment would mean a smaller charge and a weaker field over a longer distance, with the same product.

That the shape of the charge does not matter was tested by solving Eq.~(\ref{eq:poisson}) numerically for three layers with the same $N\mu$. In each, the positive and the negative charge were smeared into Gaussians, with a separation of 2~bohr in two cases and 5~bohr in the third, and with unequal widths in two of the three cases. All three steps agree with Eq.~(\ref{eq:result}) to better than one part in a million, a limit checked inside the program; the printed values are the same in all digits shown.

\section{The work function}

An electron has charge $-1$, so its potential energy changes by $-\Delta\phi$ when it passes from below the layer to above it. The work function is the energy needed to take an electron from the Fermi level of the solid to rest at a point just outside the surface, in the sense used for $\Delta\phi$. On a metal the point must also lie far enough out for the image attraction $1/(4z)$ to have faded; at 38~bohr, two dipole spacings, it is still $0.18$~eV. In this model it is the same with and without the layer and drops out of the change. The layer shifts the potential energy outside relative to the interior and, in this model, changes nothing else. Therefore
\begin{equation}
\Delta W=-4\pi N\mu=-0.377\ \text{eV},
\end{equation}
where the number in electronvolts equals the number in volts because the electron carries one elementary charge. The work function falls by about $0.38$~eV. If the dipoles are turned over, $\mu$ changes sign and the work function rises by the same amount.

In photoemission, an electron that starts at the Fermi level, absorbs a photon of energy $\omega$ and loses no energy on the way out has the kinetic energy $\omega-W$ just outside the surface. With the positive ends outward, this energy is about $0.38$~eV larger than without the layer. An analyser in electrical contact with the sample does not record this shift: it measures $\omega$ minus its own work function for such an electron, and the change in $W$ shows instead in the low-energy cutoff of the spectrum.

\section{How far from the layer the step can be read}

\subsection{Not too far: the finite width}

Subtracting the values of Eq.~(\ref{eq:bothsides}) at $+z$ and $-z$ gives the difference across a disc of radius $R$,
\begin{equation}
\phi(z)-\phi(-z)=4\pi N\mu\left(1-\frac{z}{\sqrt{R^2+z^2}}\right),\qquad z>0.
\label{eq:patch}
\end{equation}
For $z\ll R$ the bracket is close to $1-z/R$, so the relative shortfall is about $z/R$. At $z=R$ the bracket is $1-1/\sqrt2=0.293$, and more than two thirds of the step is missing.

For $z\gg R$, write the bracket as $1-(1+R^2/z^2)^{-1/2}$, which is $R^2/(2z^2)$ to leading order. Then
\begin{equation}
\phi(z)-\phi(-z)\approx\frac{2\,(\pi R^2N\mu)}{z^2}.
\end{equation}
The quantity in brackets is the total moment of the disc. On its axis, a single dipole of that moment has the potential $\pm\pi R^2N\mu/z^2$ at $\pm z$, by Eq.~(\ref{eq:dipole}) with $s=0$. From far away the disc acts as one dipole, and the step has disappeared.

Equation~(\ref{eq:patch}) was tested against direct sums of the Coulomb potentials of all the charges, with the dipoles on a square lattice and $d=2$~bohr. The lattice spacing is $a=1/\sqrt N=18.90$~bohr. At $z=2a$ the sum gives $0.3717$~V for $R=150a$ and $0.3755$~V for $R=600a$. These values lie $1.3\,\%$ and $0.3\,\%$ below the full step, as the estimate $z/R$ predicts. For $R=z=20a$ the sum gives the fraction $0.293$.

\subsection{Not too close: the individual dipoles}

Close to the layer, the potential depends on whether the point lies over a dipole or over a gap. To see how quickly this variation dies out, expand the potential above the charges of a wide periodic layer in lateral waves,
\begin{equation}
\phi(\mathbf r,z)=\sum_{\mathbf G}\phi_{\mathbf G}(z)\,e^{i\mathbf G\cdot\mathbf r},
\end{equation}
where $\mathbf r$ is the position in the plane and the vectors $\mathbf G$ are those of the reciprocal lattice. There is no charge at these heights, so $\nabla^2\phi=0$, and each term obeys
\begin{equation}
\frac{d^2\phi_{\mathbf G}}{dz^2}=G^2\phi_{\mathbf G}.
\end{equation}
For $G\neq0$ the solution that does not grow with height is proportional to $e^{-Gz}$. The term with $\mathbf G=0$ is the average, which is constant above the layer. On a square lattice the shortest nonzero vectors have the length $2\pi/a$, so the slowest part of the variation decays as
\begin{equation}
e^{-2\pi z/a}.
\end{equation}
Each further lattice spacing in height reduces it by the factor $e^{-2\pi}=0.00187$.

The direct sums for $R=600a$ show this. The table lists the potential difference between $+z$ and $-z$, over a dipole and over the centre of a lattice cell.

\begin{center}
\begin{tabular}{ccc}
height $z$ & over a dipole (V) & over a cell centre (V)\\
$0.5a$ & 0.468 & 0.329\\
$1.0a$ & 0.379 & 0.373\\
$2.0a$ & 0.375 & 0.375
\end{tabular}
\end{center}

At half a lattice spacing the two places differ by $0.139$~V, more than a third of the step. At one spacing they differ by $0.006$~V. From $z=a$ to $z=2a$ the difference shrinks by the factor $0.00187$, in agreement with the slowest exponential. At $2a$ the lateral variation is negligible, and the small deficit from $0.377$~V is that of the finite patch.

Near the axis of the disc, the two conditions together are $a\lesssim z\ll R$. Elsewhere, $z$ must be small compared with the distance to the edge. For this lattice, two spacings are ample on the near side. The exponential decay relies on the periodicity. For dipoles placed at random with the same density, the plane average is unchanged, but the local difference scatters about it with a root-mean-square size of about $0.2\,a/z$ of the step, still a tenth at $z=2a$.

\section{A closed layer: the whole step on one side}

For the flat disc the potential at infinity lies halfway between the two sides, because the disc looks the same from above and from below apart from the sign. A curved layer lacks this symmetry and splits the step unevenly, even when it has an edge: a sphere with a small hole puts nearly all of it between the inside and infinity. The closed layer is the limiting case. Let the dipoles cover a sphere of radius $S$, with their positive ends outward. The averaged charges form two concentric spheres: $+Q_s$ at radius $S+d/2$ and $-Q_s$ at radius $S-d/2$, where $Q_s=4\pi S^2Nq$.

Outside both spheres the two potentials cancel, and $\phi=0$ right up to the surface. Inside both, each sphere contributes its charge divided by its radius:
\begin{align}
\phi_{\text{in}}&=\frac{Q_s}{S+d/2}-\frac{Q_s}{S-d/2}\\
&=\frac{Q_s\left[(S-d/2)-(S+d/2)\right]}{S^2-d^2/4}\\
&=-\frac{Q_s d}{S^2-d^2/4}
=-\frac{4\pi N\mu}{1-d^2/(4S^2)} .
\end{align}
For $S\gg d$ the inside lies $4\pi N\mu$ below the outside. The step is the same as for the flat layer, but now it lies entirely between the inside and infinity, instead of being split into two halves. The step is a property of the layer. How it is shared between the two sides, relative to a distant point, depends on the shape of the whole body and on the response of any solid underneath: for a patch of dipoles on a wide metal surface the interior stays at the potential of the metal, and the whole step appears above the patch.

\section{What leaving out screening means}

Equation~(\ref{eq:result}) requires the moment that each dipole has in the layer. If one debye were instead the moment $\mu_0$ of an isolated molecule, the molecules would still have to respond to each other. Equation~(\ref{eq:dipole}) gives the direction of this response. At a lateral distance $s$ from a dipole, in the plane $z=0$, the perpendicular field is
\begin{equation}
E_z=-\left.\frac{\partial}{\partial z}\frac{\mu z}{(s^2+z^2)^{3/2}}\right|_{z=0}
=-\frac{\mu}{s^3}.
\end{equation}
It points against the moment. Treat the molecules as equivalent point dipoles with a linear perpendicular polarizability $\alpha>0$, and let $\Sigma$ be the sum of $1/s^3$ over all neighbours of one molecule. Then
\begin{equation}
\mu=\mu_0-\alpha\Sigma\mu
\quad\Longrightarrow\quad
\mu=\frac{\mu_0}{1+\alpha\Sigma}.
\end{equation}
In this model the moment in the layer is smaller than $\mu_0$, and the step is reduced by the same factor. For a layer standing alone, the value $0.38$~V would then be an overestimate. The model leaves out the response of a solid underneath. On a metal, the image charges add a field along the moment, which can outweigh that of the neighbours when the molecules lie close to the surface; for point dipoles on the square lattice used above, this means within about 5~bohr of the image plane. In either case, once $\mu$ is the moment in the layer, the response is fully contained in it, and dividing the step by a dielectric constant as well would count the same response twice.

\section*{Numbers as computed}
\begin{verbatim}
dipole density N: 2.800285e-03 bohr^-2
one debye mu: 0.393430 e bohr
one debye in SI: 3.33564e-30 C m
dipole density in SI: 1.000e+18 m^-2
dipole moment per area N mu: 1.101717e-03 e/bohr
lattice spacing a: 18.8973 bohr
charge separation d: 2.0 bohr
charge q of each end: 0.196715 e
sheet charge density N q: 5.508585e-04 e/bohr^2
field magnitude between sheets: 6.922292e-03 hartree/(e bohr)
step 4 pi N mu: 1.384458e-02 hartree/e
step converted to volts: 0.37673 V
step from N mu / eps0: 0.37673 V
half step on each side: 0.18837 V
work function change, positive end outward: -0.37673 eV
Poisson step, separation 2.0, widths 1.0 and 1.0 bohr: 0.37673 V
Poisson step, separation 2.0, widths 0.5 and 2.0 bohr: 0.37673 V
Poisson step, separation 5.0, widths 1.5 and 0.7 bohr: 0.37673 V
Coulomb sum, R = 150 a, z = 2 a: 0.37171 V; patch formula: 0.37171 V
Coulomb sum, R = 600 a, z = 2 a: 0.37548 V; patch formula: 0.37547 V
fraction of step, R = z = 20 a, Coulomb sum: 0.2929
fraction of step, R = z, patch formula: 0.2929
R = 600 a, z = 0.5 a: over dipole 0.46772 V, over cell centre 0.32880 V
R = 600 a, z = 1.0 a: over dipole 0.37919 V, over cell centre 0.37346 V
R = 600 a, z = 2.0 a: over dipole 0.37548 V, over cell centre 0.37547 V
variation at 2 a divided by that at a, from sums: 0.001866
exp(-2 pi): 0.001867
\end{verbatim}
